# The Feynman propagator of the Dirac field outside the light cone: verification in Python

```python
"""Free Dirac field: the Feynman function is nonzero outside the light cone.

Result under test, for spacelike x=(t,0,0,r), s=sqrt(r^2-t^2), hbar=c=m=1:
    S_F = <T psi(x) psibar(0)> = [K1(s) + i (xslash/s) K2(s)]/(4 pi^2 s),
while the anticommutator {psi(x), psibar(0)} vanishes there.
Matrices are stored as coefficients of (1, gamma^0, gamma^3);
xslash = t gamma^0 - r gamma^3.  E=sqrt(p^2+1) is the mode energy.
Lengths and times are in reduced Compton units unless printed otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import kv, kve, jv, hankel2, spherical_jn, comb


def panels(upper, count, order=20):
    """Composite Gauss-Legendre nodes and weights on (0, upper)."""
    x, w = np.polynomial.legendre.leggauss(order)
    h = upper / count
    nodes = (np.arange(count)[:, None] + 0.5 * (x + 1)) * h
    return nodes.ravel(), np.tile(0.5 * h * w, count)


def relative_error(a, b):
    return np.linalg.norm(np.asarray(a) - b) / np.linalg.norm(b)


# Frequency integrals with finite pole displacements.
def frequency_integral(g, t):
    """Integral of g(w) exp(-i w t)/(2 pi) over the real w axis."""
    def part(function, kind):
        return quad(function, 0, np.inf, weight=kind, wvar=abs(t),
                    epsabs=1e-9, limlst=200)[0]
    even = lambda w: g(w) + g(-w)
    odd = lambda w: g(w) - g(-w)
    c = part(lambda w: even(w).real, 'cos') \
        + 1j * part(lambda w: even(w).imag, 'cos')
    d = part(lambda w: odd(w).real, 'sin') \
        + 1j * part(lambda w: odd(w).imag, 'sin')
    return (c - 1j * np.sign(t) * d) / (2 * np.pi)


energy, shift = 1.2, 0.5
for time in (1.3, -1.3):
    omega = np.sqrt(energy**2 - 1j * shift)
    feynman = frequency_integral(
        lambda w: 1j / (w * w - energy**2 + 1j * shift), time)
    assert abs(feynman - np.exp(-1j * omega * abs(time)) / (2 * omega)) < 1e-6
    retarded = frequency_integral(
        lambda w: 1j / ((w + 1j * shift)**2 - energy**2), time)
    expected = (-1j * np.sin(energy * time) / energy * np.exp(-shift * time)
                if time > 0 else 0.0)
    assert abs(retarded - expected) < 1e-6


# Vacuum products directly from the spinor mode sums.
P, WP = panels(1100.0, 1100)
EP = np.sqrt(P * P + 1)
STEP, NDAMP = 0.04, 10


def vacuum_products(t, r):
    """Return <psi psibar> and <psibar psi>, extrapolated to zero damping."""
    j0, j1 = spherical_jn(0, P * r), spherical_jn(1, P * r)
    measure = WP * P * P / (4 * np.pi**2 * EP)
    first = np.array([j0, EP * j0, -1j * P * j1])
    second = np.array([-j0, EP * j0, 1j * P * j1])
    greater, lesser = np.zeros(3, complex), np.zeros(3, complex)
    for k in range(1, NDAMP + 1):
        weight = (-1)**(k + 1) * comb(NDAMP, k)
        damped = measure * np.exp(-k * STEP * EP)
        greater += weight * (first @ (damped * np.exp(-1j * EP * t)))
        lesser += weight * (second @ (damped * np.exp(1j * EP * t)))
    return greater, lesser


def bessel_feynman(t, r):
    s = np.sqrt(r * r - t * t)
    return np.array([kv(1, s), 1j * t / s * kv(2, s),
                     -1j * r / s * kv(2, s)]) / (4 * np.pi**2 * s)


compton_bohr = (const.hbar / (const.m_e * const.c)
                / const.physical_constants['Bohr radius'][0])
print(f"reduced Compton length = {compton_bohr:.7f} bohr")
print("Spacelike S_F: coefficients of 1 and of i*xslash/s (Compton^-3)")
for t, r in ((0., 1.), (0., 2.), (0., 5.), (1., 2.), (4., 5.)):
    greater, lesser = vacuum_products(t, r)
    formula = bessel_feynman(t, r)
    assert relative_error(greater, formula) < 1e-5
    # The opposite time ordering must give the same function.
    assert relative_error(-lesser, formula) < 1e-5
    if t > 0:
        reverse = -vacuum_products(-t, r)[1]
        assert relative_error(reverse, bessel_feynman(-t, r)) < 1e-5
    s = np.sqrt(r * r - t * t)
    vector = (greater[2] * s / (-1j * r)).real
    print(f"t={t:.0f} r={r:.0f} s={s:.5f}: mode sum "
          f"{greater[0].real:.5e}, {vector:.5e}")
    print(f"   Bessel formula {formula[0].real:.5e}, "
          f"{kv(2, s)/(4*np.pi**2*s):.5e}")
    if (t, r) == (1., 2.):
        cancellation = np.linalg.norm(greater + lesser)
        print(f"   norm of one product = {np.linalg.norm(greater):.5e}")
        print(f"   norm of anticommutator = {cancellation:.0e} (numerical 0)")

ratio = kv(1, 3.) / 3 / (kv(1, 5.) / 5)
print(f"unit-matrix coefficient, (4,5) over (0,5) = {ratio:.4f}")

# Timelike point: the same mode sums now leave a nonzero anticommutator.
t, r = 2., 1.
tau = np.sqrt(t * t - r * r)
greater, lesser = vacuum_products(t, r)
anti = np.array([1j * jv(1, tau), t / tau * jv(2, tau),
                 -r / tau * jv(2, tau)]) / (4 * np.pi * tau)
inside = np.array([1j * hankel2(1, tau), t / tau * hankel2(2, tau),
                   -r / tau * hankel2(2, tau)]) / (8 * np.pi * tau)
assert relative_error(greater + lesser, anti) < 1e-5
assert relative_error(greater, inside) < 1e-5
print(f"timelike t=2 r=1: tau = {tau:.5f} Compton times")
print(f"   anticommutator norm = {np.linalg.norm(greater+lesser):.5e} "
      "Compton^-3")


# Branch-cut integral and its decay rate.
def cut_function(r):
    value = quad(lambda y: np.cosh(y) * np.exp(-r * np.cosh(y)), 0, 8,
                 epsabs=0, epsrel=1e-11)[0]
    return value / (4 * np.pi**2 * r)


print("Equal-time decay rate of D, -d ln D/dr (inverse Compton length)")
for r in (1., 5., 20.):
    if r < 10:
        assert abs(cut_function(r) / vacuum_products(0., r)[0][0] - 1) < 1e-5
    h = 1e-3 * r
    rate = -np.log(cut_function(r + h) / cut_function(r - h)) / (2 * h)
    assert abs(rate - kv(2, r) / kv(1, r)) < 2e-5
    print(f"r={r:.0f}: rate = {rate:.4f}")

# Near-cone and long-distance limits of the verified matrix.
t, r = 1., np.sqrt(1.0001)
s = np.sqrt(r * r - t * t)
near = np.array([0, 1j * t, -1j * r]) / (2 * np.pi**2 * s**4)
assert relative_error(bessel_feynman(t, r), near) < 0.01
far_errors = []
for r in (40., 80.):
    t = 0.6 * r
    s = 0.8 * r
    far = np.array([1, 1j * t / s, -1j * r / s]) * np.exp(-s) \
        * np.sqrt(np.pi / (2 * s)) / (4 * np.pi**2 * s)
    far_errors.append(relative_error(bessel_feynman(t, r), far))
assert far_errors[0] < 2 / 32 and 1.8 < far_errors[0] / far_errors[1] < 2.2

z = 1 / compton_bohr
suppression = np.log10(kve(2, z) / z / kv(2, 1.)) - z / np.log(10)
print(f"1 bohr = {z:.3f} Compton lengths")
print(f"log10 of K2 coefficient at 1 bohr over 1 Compton = {suppression:.3f}")

# Anticommutators control commutators of bilinears.
rng = np.random.default_rng(4)
a, b, c, d = rng.normal(size=(4, 5, 5))
ac = lambda x, y: x @ y + y @ x
right = a @ ac(b, c) @ d - ac(a, c) @ b @ d \
    + c @ a @ ac(b, d) - c @ ac(a, d) @ b
assert np.allclose(a @ b @ c @ d - c @ d @ a @ b, right, atol=1e-11)

# Compact spin-up packet f(r)=(1-r^2)^8 for r<1, evolved in momentum space.
q, wq = panels(200.0, 200)
eq = np.sqrt(q * q + 1)
y, wy = panels(1.0, 10)
packet = (1 - y * y)**8
transform = 4 * np.pi * spherical_jn(0, np.outer(q, y)) @ (wy * y*y * packet)


def evolve(t, r, positive_only):
    """Upper and lower spin-up amplitudes on the z axis."""
    if positive_only:
        upper = 0.5 * (1 + 1 / eq) * np.exp(-1j * eq * t)
        lower = 0.5 * q / eq * np.exp(-1j * eq * t)
    else:
        upper = np.cos(eq * t) - 1j * np.sin(eq * t) / eq
        lower = -1j * q * np.sin(eq * t) / eq
    measure = wq * q * q * transform / (2 * np.pi**2)
    return np.array([np.sum(measure * spherical_jn(0, q * r) * upper),
                     np.sum(measure * 1j * spherical_jn(1, q * r) * lower)])


def convolve(t, r):
    """Apply the spacelike Bessel kernel times gamma^0 to the packet."""
    u, wu = np.polynomial.legendre.leggauss(40)
    z_distance = r - y[:, None] * u
    s = np.sqrt(z_distance**2 + y[:, None]**2 * (1 - u * u) - t * t)
    weight = 2 * np.pi * (wy * y * y * packet)[:, None] * wu \
        / (4 * np.pi**2 * s)
    return np.array([np.sum(weight * (kv(1, s) + 1j * t / s * kv(2, s))),
                     np.sum(weight * 1j * z_distance / s * kv(2, s))])


print("Packet (1-r^2)^8, support r<1, central amplitude 1; spinor norms")
for t in (0., 2.):
    full, positive = evolve(t, 4., False), evolve(t, 4., True)
    kernel = convolve(t, 4.)
    assert np.linalg.norm(full) < 1e-10
    assert np.linalg.norm(positive) > 1e-6
    assert relative_error(positive, kernel) < 1e-5
    print(f"t={t:.0f}, r=4, front at r={1+t:.0f}: full evolution "
          f"{np.linalg.norm(full):.0e} (numerical 0)")
    print(f"   positive-energy part {np.linalg.norm(positive):.5e}, "
          f"kernel {np.linalg.norm(kernel):.5e}")
within = np.linalg.norm(evolve(2., 2., False))
assert within > 1e-3
print(f"t=2, r=2, inside the front: full evolution {within:.5e}")
print("all tests passed")
```

Printed output:

```
reduced Compton length = 0.0072974 bohr
Spacelike S_F: coefficients of 1 and of i*xslash/s (Compton^-3)
t=0 r=1 s=1.00000: mode sum 1.52465e-02, 4.11576e-02
   Bessel formula 1.52465e-02, 4.11577e-02
t=0 r=2 s=2.00000: mode sum 1.77142e-03, 3.21390e-03
   Bessel formula 1.77142e-03, 3.21390e-03
t=0 r=5 s=5.00000: mode sum 2.04903e-05, 2.68954e-05
   Bessel formula 2.04903e-05, 2.68954e-05
t=1 r=2 s=1.73205: mode sum 2.92984e-03, 5.70738e-03
   Bessel formula 2.92984e-03, 5.70738e-03
   norm of one product = 7.92933e-03
   norm of anticommutator = 4e-09 (numerical 0)
t=4 r=5 s=3.00000: mode sum 3.39058e-04, 5.19359e-04
   Bessel formula 3.39058e-04, 5.19359e-04
unit-matrix coefficient, (4,5) over (0,5) = 16.5473
timelike t=2 r=1: tau = 1.73205 Compton times
   anticommutator norm = 3.16820e-02 Compton^-3
Equal-time decay rate of D, -d ln D/dr (inverse Compton length)
r=1: rate = 2.6995
r=5: rate = 1.3126
r=20: rate = 1.0759
1 bohr = 137.036 Compton lengths
log10 of K2 coefficient at 1 bohr over 1 Compton = -62.826
Packet (1-r^2)^8, support r<1, central amplitude 1; spinor norms
t=0, r=4, front at r=1: full evolution 4e-16 (numerical 0)
   positive-energy part 2.77813e-05, kernel 2.77813e-05
t=2, r=4, front at r=3: full evolution 3e-16 (numerical 0)
   positive-energy part 7.69775e-05, kernel 7.69775e-05
t=2, r=2, inside the front: full evolution 1.69506e-02
all tests passed
```
